# Landauer formula for phonon heat conductance of a copper–dielectric interface

**Q.** You want the heat conductance of the interface between a copper line and a low-k dielectric from a count of phonon channels. Heat flow normally involves velocities and densities of states. Where do they go?

**A.** They cancel. Take a harmonic crystal of volume $V=AL_z$ with the interface normal to $z$. A mode moving towards the interface has energy $\hbar\omega$ per phonon, mean occupation $n$ and group velocity $v_z$, so it brings the energy flux $\hbar\omega\,n\,v_z/V$. Label modes by transverse wave vector $\mathbf q$, polarization $p$ and $k_z$. Since $\sum_{k_z}\to L_z\int dk_z/2\pi$ and $v_z=\partial\omega/\partial k_z$,

$$J_{\rm inc}=\frac1A\sum_{\mathbf q,p}\int_{v_z>0}\frac{dk_z}{2\pi}\,v_z\hbar\omega n=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,M(\omega)\,n(\omega).$$

Here $M(\omega)$ is the number of channels $(\mathbf q,p)$ that propagate towards the interface at frequency $\omega$. In an isotropic medium of sound speed $c$, these are the wave vectors with $|\mathbf q|<\omega/c$. Their number per polarization is $A\pi(\omega/c)^2/(2\pi)^2$, so $M/A=\omega^2/(4\pi c^2)$. The sound speed survives in this count.

**Q.** Both sides emit. Why should one transmission serve both directions? If it does not, heat flows at equal temperatures.

**A.** Energy conservation settles it. Assume elastic scattering and normalize wave amplitudes to unit energy flux. Outgoing amplitudes follow from incoming ones through

$$\mathcal S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix},\qquad \mathcal S^\dagger\mathcal S=\mathcal S\mathcal S^\dagger=1.$$

The left–left blocks are $r^\dagger r+t^\dagger t=1$ and $rr^\dagger+t't'^\dagger=1$. Take traces and use ${\rm Tr}\,r^\dagger r={\rm Tr}\,rr^\dagger$:

$${\rm Tr}\,t^\dagger t={\rm Tr}\,t't'^\dagger,\qquad\text{that is}\qquad M_L\bar\tau_L=M_R\bar\tau_R ,$$

where $\bar\tau$ is the mean energy transmission of a side's channels. The mean may differ between sides; the total does not. It also cannot exceed the smaller of $M_L$ and $M_R$.

Let the incoming phonons have Bose distributions at $T_L$ and $T_R$. Different incoming modes are then uncorrelated, so their fluxes add:

$$J=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,M_L\bar\tau_L\,[n(\omega,T_L)-n(\omega,T_R)].$$

For a small difference $\Delta T=T_L-T_R$, the bracket is $\Delta T\,\partial n/\partial T$. Hence $J=G\Delta T$ with

$$G=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\frac{\partial n}{\partial T}\,M_L(\omega)\,\bar\tau_L(\omega).$$

With $x=\hbar\omega/k_BT$ and $n=1/(e^x-1)$, the thermal weight is

$$\hbar\omega\frac{\partial n}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\frac{(x/2)^2}{\sinh^2(x/2)},$$

because $(e^x-1)^2=4e^x\sinh^2(x/2)$. It tends to $k_B$ for $x\ll1$ and vanishes exponentially for $x\gg1$.

**Q.** That is scattering bookkeeping. Does the microscopic power across a bond agree?

**A.** It was tested on two quantum harmonic chains of 300 atoms each, initially separate, one slightly warmer, then joined by a spring $K_c$. The power entering the right half is $K_c\langle(u_L-u_R)\dot u_R\rangle$, with $u_L,u_R$ the displacements of the two end atoms. It was averaged after the initial transient and before echoes returned from the far walls.

In units $\hbar=k_B=1$, the Landauer integral gives 0.1129 for free chains, and the bond power per unit temperature difference agrees to all these digits. With each atom also tied to its site, the values are 0.02063 and 0.02066, a difference below 0.2% of the Landauer value. Warming the right half instead gives the same magnitudes with reversed flow. That is the equality of total transmissions seen in the dynamics.

**Q.** The transmission is still an unknown function. Can you derive one?

**A.** For a definite model, yes. Take a simple cubic lattice on each side, with one scalar displacement per atom, mass $m$, nearest-neighbour spring $K$ and common lattice constant $a$. Springs $K_c$ join facing atoms across the interface, so $\mathbf q$ is conserved. Let $\theta$ be the phase step per layer along $z$. Inserting a plane wave into $m\ddot u=K\sum(u_{\rm neighbour}-u)$ gives

$$m\omega^2=4K\left[S+\sin^2\tfrac\theta2\right],\qquad S=\sin^2\tfrac{q_xa}2+\sin^2\tfrac{q_ya}2 .$$

First find how a separate half crystal responds to a force $Fe^{-i\omega t}$ on its end atom, in a given $\mathbf q$ channel. The wave runs inwards, $u_j=u_0e^{ij\theta}$ with $0<\theta<\pi$, and the end atom obeys

$$-m\omega^2u_0=K(u_1-u_0)-4KSu_0+F.$$

Since $m\omega^2-4KS=2K(1-\cos\theta)$,

$$F=Ku_0\left[1-e^{i\theta}-2+2\cos\theta\right]=Ku_0\left(e^{-i\theta}-1\right).$$

With $e^{-i\theta}-1=-2i\sin(\theta/2)\,e^{-i\theta/2}$, the response is

$$g=\frac{u_0}{F}=\frac{i\,e^{i\theta/2}}{2K\sin(\theta/2)}=-\frac1{2K}+iX,\qquad X=\frac{\cot(\theta/2)}{2K}.$$

The velocity is $-i\omega gF$, so the force delivers the mean power $\tfrac12{\rm Re}[F^*(-i\omega gF)]=\tfrac12\omega X|F|^2$.

**Q.** And the incident wave?

**A.** Let it arrive from the left with amplitude $B$. The force $K(u_j-u_{j+1})$ acting on the velocity of atom $j+1$ carries the power

$$P_{\rm inc}=\tfrac12\omega K|B|^2\sin\theta_L .$$

Here $K=K_L$. If the surface were free, a fictitious next atom would move with the end atom. The standing wave is then symmetric about the midpoint between them, and the end atom moves with $|u_f|=2|B|\cos(\theta_L/2)$. Therefore

$$\frac{|u_f|^2}{P_{\rm inc}}=\frac{4\cos^2(\theta_L/2)}{\omega K_L\sin(\theta_L/2)\cos(\theta_L/2)}=\frac{8X_L}{\omega}.$$

Now connect the bond. It exerts $F=K_c(u_R-u_L)$ on the left atom and $-F$ on the right one, so $u_L=u_f+g_LF$ and $u_R=-g_RF$. Subtracting,

$$\frac F{K_c}=-u_f-(g_L+g_R)F\quad\Rightarrow\quad F=-\frac{u_f}{1/K_c+g_L+g_R}.$$

The transmitted power is $\tfrac12\omega X_R|F|^2$. Dividing by $P_{\rm inc}=\omega|u_f|^2/(8X_L)$ gives

$$\tau=\frac{4X_LX_R}{(X_L+X_R)^2+\left(\dfrac1{K_c}-\dfrac1{2K_L}-\dfrac1{2K_R}\right)^2}.$$

If the wave is evanescent on either side, it carries no steady energy there and $\tau=0$. The formula was tested against the directly solved equations of the two end atoms for 40 random channels and bonds, with agreement to $10^{-9}$.

**Q.** Surely the stiffest bond conducts best.

**A.** Not in this model. $K_c$ enters through the second square alone, which vanishes when

$$K_c=K_*=\frac{2K_LK_R}{K_L+K_R}.$$

Every open channel is then best transmitted at once, so $G$ is largest at any temperature. The second square equals $(1/K_c-1/K_*)^2$. An infinitely stiff bond therefore transmits like one of stiffness $K_*/2$: it removes the give of one spring, so the two end layers move as one, with their masses and their lateral springs added. Between identical crystals the formula then gives $\tau=\cos^2(\theta/2)$ in every channel.

For a very weak bond, $1/K_c$ dominates the denominator and $\tau\approx4K_c^2X_LX_R$. This fails near the lower band edges, where $X$ diverges as $1/\theta$. At fixed $\mathbf q\ne0$, $d\omega\propto\theta\,d\theta$ there, so one diverging factor does no harm. If $K/m$ differs between the sides, both factors diverge together only for $\mathbf q\to0$ and $\omega\to0$, where few channels lie, and $G\propto K_c^2$ at leading order. If $K/m$ is equal, the edges coincide for every $\mathbf q$ and an extra factor logarithmic in $1/K_c$ appears. For the example below, doubling $K_c$ from 0.005 to 0.010 N/m raised $G$ by a factor close to 4: 3.99 with the band edges resolved, 4.01 on the coarser mesh of the numerical output.

**Q.** What remains of the bond for long waves?

**A.** Nothing at leading order. For small $\theta=k_za$, $X\approx1/(Kk_za)$. With density $\rho$, $m=\rho a^3$ and $K=\rho ac^2$; at angle $\phi$ from the normal, $k_z=\omega\cos\phi/c$. Thus $X\approx1/(a^2\omega z)$ with $z=\rho c\cos\phi$. It diverges as $\omega\to0$ while the bond term stays constant, leaving the acoustic mismatch result

$$\tau\to\frac{4z_Lz_R}{(z_L+z_R)^2}.$$

The angles on the two sides differ: equal $\mathbf q$ requires $\sin\phi_R/c_R=\sin\phi_L/c_L$. The left channels between $\phi_L$ and $\phi_L+d\phi_L$ have weight $2\sin\phi_L\cos\phi_L\,d\phi_L$, which defines the mean $\bar\tau$. Inserting $M_L/A=3\omega^2/(4\pi c_L^2)$ for three equal polarizations gives, at low temperature,

$$G=\frac{3\bar\tau k_B}{8\pi^2c_L^2}\left(\frac{k_BT}\hbar\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx=\frac{\pi^2k_B^4T^3\bar\tau}{10\,\hbar^3c_L^2}.$$

The integral is $4\int_0^\infty x^3/(e^x-1)\,dx=4\pi^4/15$, by parts. A single perfect channel open from zero frequency has $x^2$ in place of $x^4$; its integral is $\pi^2/3$, and its conductance is $\pi k_B^2T/(6\hbar)$, or 0.946 pW/K at 1 K.

At high temperature the weight becomes $k_B$, so $G\to(k_B/2\pi A)\int M_L\bar\tau_L\,d\omega$, independent of temperature within the harmonic model.

**Q.** Here is a contradiction. Draw an imaginary plane through one perfect crystal. Then $\tau=1$ and your $G$ is finite. A plane that does not exist has thermal resistance?

**A.** The resistance comes from the meaning of $\Delta T$. $T_L$ and $T_R$ describe the phonons arriving at the interface, not all phonons near it. Let $G_L^{\rm inc}$ be the conductance formula for the left side with unit transmission. On the left, the arriving stream is at $T_L$, while the departing stream carries less energy by $J$ and has effective temperature $T_L-J/G_L^{\rm inc}$. Define the local temperature as the mean of the two:

$$T_L^{\rm loc}=T_L-\frac J{2G_L^{\rm inc}},\qquad T_R^{\rm loc}=T_R+\frac J{2G_R^{\rm inc}}.$$

Subtract and divide by $J$:

$$\frac1{G_{\rm loc}}=\frac1G-\frac1{2G_L^{\rm inc}}-\frac1{2G_R^{\rm inc}}.$$

For your imaginary plane all three conductances are equal and the resistance vanishes. This is a convention for streams that are not thermal in detail; a thermometer with another spectral response could read otherwise.

**Q.** Now give me numbers for copper on low-k.

**A.** I take rough typical values for copper and a porous organosilicate film: densities 9000 and 1300 kg/m³, mean sound speeds 2600 and 2000 m/s. The common $a=0.23$ nm and $K_c=1.0$ N/m are model choices. Then

$$K_L=\rho_Lac_L^2=9000(0.23\times10^{-9})(2600)^2=14.0\ {\rm N/m},$$

and likewise $K_R=1.20$ N/m. The best bond would be $K_*=2.20$ N/m. The temperature is 378 K, a hot operating condition for a chip.

At 1 THz copper offers 1.42 channels per nm² and the low-k side 2.44; about 0.60 per nm² are transmitted in total. The mean transmission from copper is thus 0.42, near the acoustic value 0.46. At 3 THz it is $2.63/15.78=0.17$: the bond term now matters, and some copper channels have no partner of equal $\mathbf q$ and $\omega$.

The integral gives $G=89$ MW/(m² K), against 27 at 30 K and a classical limit of 90. At 378 K nearly every mode of this model is classically excited. At 0.5 K the lattice calculation and the $T^3$ law both give 260 W/(m² K).

With everything else fixed at 378 K, $G$ in MW/(m² K) is 1.0 for $K_c=0.10$ N/m, 255 at the best bond and 129 at 10 N/m. The bond is thus an uncertain input with a strong influence on $G$. Local temperatures change 89 to 97 MW/(m² K), since the incident conductances, 1224 and 950, are much larger than $G$.

**Q.** A porous glass has no lattice and no conserved $\mathbf q$. How wrong is this?

**A.** Possibly by a factor of several. Consider the opposite idealization, in which the interface scrambles all channels and energy leaves equally through each of the $M_L+M_R$ outgoing ones. A phonon from the left then crosses with probability $M_R/(M_L+M_R)$, and the total transmission is $M_LM_R/(M_L+M_R)$. Random symmetric scattering matrices with 40 and 20 channels come within 2% of this. The symmetry about doubles the return into the incoming channel, so their mean total is $M_LM_R/(M_L+M_R+1)$, a difference that fades for many channels. Complete scrambling gives 401 MW/(m² K), but it also discards the weak bond, so it is not a disorder correction at fixed $K_c$.

Anharmonic scattering is the other large omission. Of the heat flux incident from the low-k side, 62% has no partner of equal $\mathbf q$ and $\omega$ in copper. If inelastic processes let it pass with the mean transmission 0.25 of the open channels, $G$ would gain 145 MW/(m² K). The same rule applied to the closed part of copper's incident flux gives about 210. A consistent theory must give one gain from both sides, so the rule sets only a scale: the omitted part may exceed the harmonic value.

Unequal polarization speeds, without conversion between polarizations, change the total little here: longitudinal and transverse speeds of 4800 and 2300 m/s in copper, and 3000 and 1800 m/s in the film, give 89 MW/(m² K) at the same $K_c$. This is a cancellation special to this bond: the longitudinal part falls and the transverse parts rise. At $K_c=2.20$ N/m the same change of speeds lowers $G$ from 255 to about 170 MW/(m² K). Linearization is harmless: for a 10 K difference centred on 378 K, the error is below 0.001% of the flux.

**Q.** In copper the electrons carry the heat. Your formula does not contain them.

**A.** If electrons cannot cross, and if their direct coupling to the dielectric's vibrations at the interface is neglected, they must first pass their heat to copper's phonons. Let copper fill $z<0$, with conductivities $\kappa_e,\kappa_p$, sum $\kappa$, and coupling $\gamma$:

$$\kappa_eT_e''=\gamma(T_e-T_p),\qquad\kappa_pT_p''=-\gamma(T_e-T_p).$$

The difference $D=T_e-T_p$ obeys $D''=D/\ell^2$ with $\ell^2=\kappa_e\kappa_p/(\gamma\kappa)$, so $D=D_0e^{z/\ell}$. At $z=0$, $T_e'=0$ and $\kappa_pT_p'=-J$, hence $D_0=J\ell/\kappa_p$. The mean $(\kappa_eT_e+\kappa_pT_p)/\kappa$ has the constant slope $-J/\kappa$, and $T_p$ lies below it by $\kappa_eD/\kappa$. The extra resistance is

$$R_{ep}=\frac{\kappa_eD_0}{\kappa J}=\frac{\ell\kappa_e}{\kappa\kappa_p}=\frac{(\kappa_e/\kappa)^{3/2}}{\sqrt{\gamma\kappa_p}}.$$

Rough values $\kappa_e=200$, $\kappa_p=10$ W/(m K) and $\gamma=10^{17}$ W/(m³ K) give $\ell=9.8$ nm and $1/R_{ep}\approx1100$ MW/(m² K). In series, $G$ falls from 89 to 82 MW/(m² K). Since $R_{ep}$ refers to local temperatures, the consistent partner is $G_{\rm loc}$, which falls from 97 to 89. The estimate assumes that heat arrives from depths well beyond $\ell$. It also uses diffusion over a length $\ell$ no longer than the electron mean free path, about 13 nm at 5 μΩ cm, so it sets a scale only.

**Q.** Does any of this matter for electromigration?

**A.** For this bond, little. Take a line 50 nm high with resistivity 5 μΩ cm, carrying 2 MA/cm², and send all its heat straight down through 100 nm of film with conductivity 0.3 W/(m K):

$$J=j^2\rho_eh=(2\times10^{10})^2(5\times10^{-8})(5\times10^{-8})=10^6\ {\rm W/m^2}.$$

The interface resistance is $1/G=11.3$ m² K/GW, so its temperature step is 11 mK. The film has $d/\kappa_f=333$ m² K/GW and a drop of 333 mK. The interface is worth $\kappa_f/G=3.4$ nm of dielectric.

Suppose the lifetime at fixed current density varies as $\exp(E_a/k_BT)$ with $E_a=0.9$ eV. Warming the line from 378 K by the interface step costs 0.08% of the lifetime; the film's drop costs 2.4%. The verdict depends on the bond: at $K_c=0.10$ N/m, $G=1.0$ MW/(m² K), and the interface would equal about 300 nm of this dielectric.

**Q.** How close is that to a real interconnect?

**A.** The line and film values are of the usual order, and 89 MW/(m² K) lies in the rough range of tens to a few hundred found for metal–dielectric interfaces near room temperature. That does not validate the chosen bond. Real lines usually have a barrier liner, which replaces this interface by at least two and adds its own resistance; its effect is not calculated here. Lateral spreading lowers the film's temperature drop, while neighbouring heated lines raise it. The glass also has vibrations far above the model's top frequency of 4.8 THz. Those above copper's spectrum cannot cross elastically.

Real devices also break the assumption of an ordered, elastic interface. If inelastic passage adds heat flow on the scale estimated above, $G$ rises to roughly 230–300 MW/(m² K), and the interface matters still less beside the film. The scrambling value of 401 MW/(m² K) drops the weak bond as well as the order, so it does not show which way disorder alone would move $G$. The chosen bond is already softer than $K_*$, so weakening it further lowers $G$. The numerical output gives the remaining frequencies and temperatures.

## Numbers as computed

```
Chain test (hbar=kB=1): mL=KL=1, mR=0.4, KR=0.3, Kc=0.35, T=0.3
 S=0.0: Landauer 0.11293, hot left 0.11293, hot right 0.11293
 S=0.3: Landauer 0.02063, hot left 0.02066, hot right 0.02066
Conductance quantum at 1 K: 0.9464 pW/K
Lattice constant 0.23 nm; temperature 378 K
Density Cu, low-k: 9000, 1300 kg/m3
Sound speed Cu, low-k: 2600, 2000 m/s
Cell mass Cu, low-k: 65.9, 9.53 u
Spring Cu, low-k, interface: 13.99, 1.196, 1.00 N/m
Top frequency Cu, low-k: 6.23, 4.79 THz
 0.5 THz: M Cu 0.35, M low-k 0.59, passed 0.158 /nm2
 1.0 THz: M Cu 1.42, M low-k 2.44, passed 0.595 /nm2
 2.0 THz: M Cu 6.07, M low-k 11.04, passed 1.911 /nm2
 3.0 THz: M Cu 15.78, M low-k 33.36, passed 2.638 /nm2
 4.0 THz: M Cu 34.23, M low-k 23.47, passed 0.997 /nm2
G at 30 K: 27.3 MW/(m2 K)
G at 100 K: 77.4 MW/(m2 K)
G at 300 K: 88.0 MW/(m2 K)
G at 378 K: 88.6 MW/(m2 K)
G from spectral integral, 378 K: 88.6 MW/(m2 K)
Classical limit of G: 89.5 MW/(m2 K)
Acoustic mean transmission from Cu: 0.4598
G at 0.5 K, lattice and T^3 law: 260.035, 259.969 W/(m2 K)
G(378 K) for bond 0.10 N/m: 1.0 MW/(m2 K)
G(378 K) for bond 0.30 N/m: 8.8 MW/(m2 K)
G(378 K) for bond 1.00 N/m: 88.6 MW/(m2 K)
G(378 K) for bond 2.20 N/m: 255.2 MW/(m2 K)
G(378 K) for bond 10.00 N/m: 129.1 MW/(m2 K)
Best bond, search and formula: 2.204, 2.204 N/m
G ratio, weak bond 0.010 to 0.005 N/m: 4.010
Incident G, Cu and low-k: 1224, 950 MW/(m2 K)
G with local temperatures: 96.6 MW/(m2 K)
Upper bound, elastic: 639.2 MW/(m2 K)
Complete channel scrambling: 401.0 MW/(m2 K)
Closed share of low-k incident flux: 62.1 %
Mean transmission of open channels: 0.246
Extra G if closed channels pass alike: 145.4 MW/(m2 K)
Split speeds Cu 4800/2300, low-k 3000/1800 m/s: G 88.9 MW/(m2 K)
Nonlinearity at 10 K difference: -0.00018 %
Electron-phonon g 1e+17 W/(m3 K); k_e 200, k_p 10 W/(m K)
Electron-phonon length 9.8 nm, 1/R_ep 1076 MW/(m2 K)
G with electron-phonon in series: 81.8 MW/(m2 K)
Interface resistance: 11.29 m2 K/GW
Film: 0.3 W/(m K), 100 nm, resistance 333 m2 K/GW
Dielectric thickness equal to interface: 3.39 nm
Line: 2 MA/cm2, 5 uohm cm, 50 nm; heat flux 100 W/cm2
Rise: interface 11.29, electron-phonon 0.93, film 333 mK
Lifetime loss at 0.9 eV: interface 0.082, film 2.40 %
```
